\section*{The plasmon formula for the direct RPA correlation energy}

\section{A zero-point energy that rises}

For a water molecule in restricted Hartree--Fock (RHF) theory with the 6-31G basis, half the sum of the direct RPA excitation energies, taken over all spin-conserving spin-orbital pairs, is $231.978596$ hartree. Half the sum of the bare particle--hole gaps is $230.474681$ hartree. Coupling the pairs therefore raises their zero-point energy by $1.503915$ hartree, yet the correlation energy obtained from the same excitation energies is negative, $-0.1386$ hartree. The missing piece is a constant, $1.642513$ hartree, which is one of the terms in the expectation value of the Coulomb operator in the mean-field determinant. The derivation below fixes this constant and shows that the remainder is the direct RPA correlation energy.

\section{Pairs as bosons}

Hartree atomic units and a finite set of real, orthonormal spin orbitals are used. Indices $i,j$ denote orbitals occupied in the closed-shell Hartree--Fock determinant $\Phi$, $a,b$ denote empty ones, and $p,q,r,s$ denote any. A pair is $\mu=(i,a)$, $\nu=(j,b)$. Define
\begin{equation}
\Delta_\mu=\varepsilon_a-\varepsilon_i>0,\qquad
K_{\mu\nu}=(ia|jb)=\iint\frac{\phi_i\phi_a(x)\,\phi_j\phi_b(x')}{|\mathbf r-\mathbf r'|}\,dx\,dx' ,
\end{equation}
where $x$ includes spin. The symbol $\Delta$ also denotes the diagonal matrix of gaps. For real $c_\mu$, $\sum c_\mu K_{\mu\nu}c_\nu$ is twice the electrostatic energy of the charge distribution $\sum_\mu c_\mu\phi_i\phi_a$. It is not negative, because the Fourier transform $4\pi/k^2$ of the Coulomb potential is positive. Hence $K\ge0$. Spin-flip pairs have $K=0$ and are omitted.

The fermion identity $[a_p^\dagger a_q,a_r^\dagger a_s]=\delta_{qr}a_p^\dagger a_s-\delta_{ps}a_r^\dagger a_q$ gives
\begin{equation}
[a_i^\dagger a_a,\,a_b^\dagger a_j]=\delta_{ab}a_i^\dagger a_j-\delta_{ij}a_b^\dagger a_a .
\label{comm}
\end{equation}
Its expectation value in $\Phi$ is $\delta_{ij}\delta_{ab}$, and two pair creators commute. The mapping replaces the operator by this expectation value:
\begin{equation}
a_a^\dagger a_i\to b_\mu^\dagger,\qquad [b_\mu,b_\nu^\dagger]=\delta_{\mu\nu},\qquad [b_\mu,b_\nu]=0 .
\end{equation}
The mean-field operator $F=\sum_p\varepsilon_pa_p^\dagger a_p$ obeys $[F,a_a^\dagger a_i]=\Delta_\mu a_a^\dagger a_i$, which $\sum_\mu\Delta_\mu b_\mu^\dagger b_\mu$ reproduces.

\subsection{The interaction and its constant}

Moving one annihilator through one creator turns the Coulomb operator into
\begin{equation}
\tfrac12\sum(pq|rs)a_p^\dagger a_r^\dagger a_sa_q
=\tfrac12\sum(pq|rs)\left[a_p^\dagger a_q a_r^\dagger a_s-\delta_{qr}a_p^\dagger a_s\right].
\label{coul}
\end{equation}
In the first term, keep the particle--hole part of both densities. Each becomes a combination of $b_\mu+b_\mu^\dagger$, and with $b_\mu b_\nu^\dagger=b_\nu^\dagger b_\mu+\delta_{\mu\nu}$,
\begin{align}
&\tfrac12\sum_{\mu\nu}K_{\mu\nu}(b_\mu+b_\mu^\dagger)(b_\nu+b_\nu^\dagger)\nonumber\\
&=\sum_{\mu\nu}K_{\mu\nu}b_\mu^\dagger b_\nu
+\tfrac12\sum_{\mu\nu}K_{\mu\nu}(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu)+\tfrac12\operatorname{Tr}K .
\label{order}
\end{align}

The constant is one term in the energy of $\Phi$. In the expectation value of the first term of (\ref{coul}), $a_r^\dagger a_s$ either leaves $\Phi$ unchanged, which gives the Hartree energy, or creates a pair that $a_p^\dagger a_q$ must remove, which gives $\frac12\sum_{ia}(ia|ai)=\frac12\operatorname{Tr}K$. The second term of (\ref{coul}) gives $-\frac12\sum_{i,q}(iq|qi)$, with $q$ over all orbitals. Its empty-orbital part cancels $\frac12\operatorname{Tr}K$ and leaves the exchange energy:
\begin{equation}
E_x=\tfrac12\operatorname{Tr}K-\tfrac12\sum_{i,q}(iq|qi)=-\tfrac12\sum_{ij}(ij|ji).
\end{equation}
For water this reads $1.64-10.59=-8.95$ hartree. The constant is thus cancelled within $E_x$ and has no separate physical meaning. It depends strongly on the empty orbitals, and not on their number alone: it is $3.49$ hartree in the cc-pVDZ basis (19 empty spatial orbitals), $3.83$ hartree in 6-311G (14) and $7.05$ hartree in cc-pVTZ (53), while $E_x$ is $-8.95$, $-8.97$ and $-8.96$ hartree in 6-31G, cc-pVDZ and cc-pVTZ. Since a correlation energy is measured from $\langle\Phi|H|\Phi\rangle$, the constant in (\ref{order}) must be removed. The boson Hamiltonian is
\begin{equation}
H_B=\sum_{\mu\nu}A_{\mu\nu}b_\mu^\dagger b_\nu+\tfrac12\sum_{\mu\nu}B_{\mu\nu}(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu),
\quad A=\Delta+K,\quad B=K .
\label{hb}
\end{equation}
It has zero expectation value in the state $|0)$ without bosons, which represents $\Phi$.

Terms linear in the bosons are absent by Brillouin's theorem. The model assigns all other one-body effects to $\Delta$ and drops the coupling of pairs to density fluctuations within the occupied or within the empty orbitals. It also drops exchange: the Slater--Condon rules would give $A_{\mu\nu}=\Delta_\mu\delta_{\mu\nu}+(ia|jb)-(ij|ab)$ and $B_{\mu\nu}=(ia|jb)-(ib|ja)$. These are the approximations; what follows from (\ref{hb}) is exact.

\subsection{A model in which the mapping becomes exact}

Let $N$ fermions occupy the lower of two $N$-fold levels with separation $\epsilon$. With $J_+=\sum_m a_{\mathrm{up},m}^\dagger a_{\mathrm{low},m}$ and $J_-=J_+^\dagger$, take
\begin{equation}
H=\epsilon\, n_{\mathrm{up}}+\frac{g}{2N}(J_++J_-)^2 .
\end{equation}
The collective boson is $b^\dagger=J_+/\sqrt N$, so $\Delta=\epsilon$ and $K=g$. Summing (\ref{comm}) over $m$ gives
\begin{equation}
\tfrac1N[J_-,J_+]=\frac{n_{\mathrm{low}}-n_{\mathrm{up}}}{N}=1-\frac{2n_{\mathrm{up}}}{N}.
\end{equation}
The correction is twice the fraction of excited particles. For $\epsilon=1$ and $g=0.5$, the boson result derived below is $\Omega=\sqrt{\epsilon(\epsilon+2g)}=1.414214$, with energy shift $\frac12(1.414214-1.5)=-0.042893$. Diagonalizing the fermion model in its symmetric states gives shifts of $-0.040770$, $-0.042687$ and $-0.042873$ for $N=10$, $100$ and $1000$. The deviations from the boson limit are $0.0021$, $0.00021$ and $0.00002$, a decrease as $1/N$.

A molecule has no such large parameter. There, a small mean boson number shows only that the vacuum of the boson model stays close to $|0)$. It bounds neither the error from the omitted exchange nor the depletion of the reference in the true ground state. For H$_2$ stretched to $2.0$ \AA\ in the 6-31G basis the boson number is $0.074$, while the exact state in that basis has $0.46$ electrons in the empty orbitals (in cc-pVDZ, $0.078$ and $0.44$).

\section{Bogoliubov transformation}

We seek operators that create one quantum of energy $\Omega_n$:
\begin{equation}
\beta_n^\dagger=\sum_\mu(X_{\mu n}b_\mu^\dagger-Y_{\mu n}b_\mu),\qquad [H_B,\beta_n^\dagger]=\Omega_n\beta_n^\dagger .
\label{bog}
\end{equation}
Because $A$ and $B$ are symmetric,
\begin{equation}
[H_B,b_\mu^\dagger]=\sum_\nu(A_{\mu\nu}b_\nu^\dagger+B_{\mu\nu}b_\nu),\quad
[H_B,b_\mu]=-\sum_\nu(A_{\mu\nu}b_\nu+B_{\mu\nu}b_\nu^\dagger).
\end{equation}
The factor $\frac12$ in $H_B$ has cancelled against the two ways of contracting a product of two bosons. Inserting these into (\ref{bog}) and comparing the coefficients of $b_\nu^\dagger$ and $b_\nu$ gives, with $\Omega$ the diagonal matrix of the $\Omega_n$,
\begin{equation}
AX+BY=X\Omega,\qquad BX+AY=-Y\Omega .
\label{rpa}
\end{equation}
Set $P=X+Y$ and $Q=X-Y$. The sum and difference of (\ref{rpa}) are
\begin{equation}
(\Delta+2K)P=Q\Omega,\qquad \Delta Q=P\Omega ,
\end{equation}
since $A+B=\Delta+2K$ and $A-B=\Delta$. The second equation gives $P=\Delta Q\Omega^{-1}$, and the first becomes $(\Delta+2K)\Delta Q=Q\Omega^2$. Writing $Q=\Delta^{-1/2}Z\Omega^{1/2}$ and multiplying by $\Delta^{1/2}$ from the left and $\Omega^{-1/2}$ from the right gives a symmetric problem:
\begin{align}
MZ&=Z\Omega^2,\qquad M=\Delta^{1/2}(\Delta+2K)\Delta^{1/2},\label{m}\\
X+Y&=\Delta^{1/2}Z\Omega^{-1/2},\qquad X-Y=\Delta^{-1/2}Z\Omega^{1/2}.\label{xy}
\end{align}
Here $Z$ is orthogonal. As $M=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}\ge\Delta^2$, all $\Omega_n$ are real and positive, and the min--max principle shows that the ordered $\Omega_n$ do not lie below the ordered gaps. This relies on $\Delta>0$ and $K\ge0$. With a kernel that is not positive, $\Delta+2K$ can lose positivity and an $\Omega_n$ can become imaginary; the formula then fails.

The new operators must be bosons. From (\ref{xy}), $P^TQ=1$. The symmetric and antisymmetric parts of this equation are
\begin{equation}
X^TX-Y^TY=1,\qquad X^TY=Y^TX ,
\label{norm}
\end{equation}
which are the conditions $[\beta_m,\beta_n^\dagger]=\delta_{mn}$ and $[\beta_m,\beta_n]=0$. The matrices are square, so $PQ^T=1$ also holds, and its two parts are
\begin{equation}
XX^T-YY^T=1,\qquad XY^T=YX^T .
\label{comp}
\end{equation}
These relations invert the transformation: $b_\mu=\sum_n(X_{\mu n}\beta_n+Y_{\mu n}\beta_n^\dagger)$.

\section{Energy of the new vacuum}

The operator $H_B-\sum_n\Omega_n\beta_n^\dagger\beta_n$ commutes with every $\beta_n$ and $\beta_n^\dagger$, hence with every $b_\mu$ and $b_\mu^\dagger$. A quadratic polynomial in bosons with this property is a number, so
\begin{equation}
H_B=E_0+\sum_n\Omega_n\beta_n^\dagger\beta_n .
\end{equation}
The lowest state $|\tilde0)$ satisfies $\beta_n|\tilde0)=0$ and has energy $E_0$. To find $E_0$, take the expectation value in the old vacuum. The left side gives zero. On the right, $\beta_n|0)=-\sum_\mu Y_{\mu n}b_\mu^\dagger|0)$ has squared norm $\sum_\mu Y_{\mu n}^2$. Therefore
\begin{equation}
E_0=-\sum_n\Omega_n\sum_\mu Y_{\mu n}^2\le0 .
\label{ey}
\end{equation}

Now multiply the first equation of (\ref{rpa}) by $X^T$ from the right, the second by $Y^T$, and subtract:
\begin{equation}
A(XX^T-YY^T)+B(YX^T-XY^T)=X\Omega X^T+Y\Omega Y^T .
\end{equation}
By (\ref{comp}) the left side is $A$. Taking the trace and using (\ref{norm}),
\begin{equation}
\operatorname{Tr}A=\sum_n\Omega_n\sum_\mu(X_{\mu n}^2+Y_{\mu n}^2)
=\sum_n\Omega_n\Bigl(1+2\sum_\mu Y_{\mu n}^2\Bigr)=\sum_n\Omega_n-2E_0 ,
\end{equation}
which is the plasmon formula:
\begin{equation}
\boxed{E_0=\tfrac12\sum_n\Omega_n-\tfrac12\operatorname{Tr}A
=\tfrac12\sum_n(\Omega_n-\Delta_n)-\tfrac12\operatorname{Tr}K .}
\label{plasmon}
\end{equation}

This explains the opening numbers. The first difference, $+1.503915$ hartree, is the ground-state energy with the full repulsive term on the left of (\ref{order}). The uncorrelated state has energy $\frac12\operatorname{Tr}K=1.642513$ hartree under the same operator. The correlated state is lower by $0.1386$ hartree.

For one mode, $\Omega=\sqrt{\Delta(\Delta+2K)}$ and
\begin{equation}
E_0=\tfrac12\left[\sqrt{\Delta^2+2\Delta K}-\Delta-K\right]
\to\begin{cases}-K^2/(4\Delta), & K\ll\Delta,\\ -K/2+\sqrt{\Delta K/2}, & K\gg\Delta.\end{cases}
\end{equation}
The energy stays finite when the gap closes, whereas its second-order term diverges.

For two modes with gaps $1.0$ and $1.6$, $K_{11}=0.3$, $K_{12}=0.2$ and $K_{22}=0.5$, the boson energies are $1.226225$ and $2.063098$. Since $\operatorname{Tr}A=1.3+2.1$, $E_0=\frac12(3.289323-3.4)=-0.05534$. Diagonalizing $H_B$ in a truncated Fock space gives the same value.

\subsection{Pair amplitudes}

The new vacuum can be written explicitly. Try
\begin{equation}
|\tilde0)\propto\exp\Bigl(\tfrac12\sum_{\mu\nu}T_{\mu\nu}b_\mu^\dagger b_\nu^\dagger\Bigr)|0),\qquad T=T^T .
\end{equation}
On this state $b_\mu$ acts as $\sum_\nu T_{\mu\nu}b_\nu^\dagger$, so $\beta_n|\tilde0)=0$ requires $X^TT=Y^T$. The matrix $X$ is invertible because $X^TX=1+Y^TY$, and the second relation in (\ref{norm}) turns the solution into $T=YX^{-1}$. It satisfies
\begin{equation}
1-T^TT=X^{-T}(X^TX-Y^TY)X^{-1}=(XX^T)^{-1}>0 ,
\end{equation}
so all singular values of $T$ are below one and the state is normalizable. Multiplying (\ref{rpa}) by $X^{-1}$ from the right gives $A+BT=X\Omega X^{-1}$ and $B+AT=-Y\Omega X^{-1}=-T(A+BT)$. Hence
\begin{equation}
B+AT+TA+TBT=0,\qquad E_0=\tfrac12\operatorname{Tr}(BT),
\label{ric}
\end{equation}
where the energy follows from the trace of the first relation and (\ref{plasmon}).

\section{Identification with direct RPA}

The direct RPA correlation energy is defined independently of bosons, through the density response. Scale the electron repulsion by $\lambda$ and hold the density fixed. With a one-body potential $v_\lambda$ that keeps the density $n$ fixed, the Hellmann--Feynman theorem gives $dE/d\lambda=\langle W\rangle_\lambda+\int n\,\partial_\lambda v_\lambda$, where $W$ is the unscaled repulsion. The one-body term integrates to $\int n\,(v_1-v_0)$, which also appears in the expectation value of the full Hamiltonian in the $\lambda=0$ state, so $E_c=\int_0^1(\langle W\rangle_\lambda-\langle W\rangle_0)\,d\lambda$. In the form (\ref{coul}), the product of mean densities depends only on $n$ and cancels in this difference. For a complete set of orbitals the one-body term of $W$ cancels too: $\sum_q\phi_q(x)\phi_q(x')=\delta(x-x')$ makes it formally $-\frac12$ times the product of the interaction at zero distance and the electron number. In a finite set this term is nonlocal and the cancellation is not exact; the expression obtained below is then taken as the definition. What remains is the change of the density--density correlation between $\lambda=0$ and $\lambda$. At imaginary frequency the response is a sum over excited states $n$ with excitation energies $\omega_n$ and transition densities $\rho_n$,
\begin{equation}
\chi(x,x';i\omega)=-\sum_n\frac{2\omega_n\,\rho_n(x)\rho_n(x')}{\omega_n^2+\omega^2},\qquad
\int_0^\infty\frac{2\omega_n\,d\omega}{\omega_n^2+\omega^2}=\pi ,
\end{equation}
so the density correlation is $-\pi^{-1}\int_0^\infty\chi\,d\omega$. With the $\frac12$ of the Coulomb energy, and with $\chi$ expanded in the products $\phi_i\phi_a$,
\begin{equation}
E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\,\operatorname{Tr}K[\chi_\lambda(i\omega)-\chi_0(i\omega)] .
\label{ac}
\end{equation}
Direct RPA takes
\begin{equation}
\chi_\lambda=(\chi_0^{-1}-\lambda K)^{-1},\qquad \chi_0(i\omega)=-2\Delta(\Delta^2+\omega^2)^{-1}.
\end{equation}
With Hartree--Fock orbitals, these expressions with the Hartree--Fock gaps define the energy.

Since $\chi_\lambda=(1-\lambda\chi_0K)^{-1}\chi_0$, the cyclic property of the trace gives $\operatorname{Tr}K\chi_\lambda=-\frac{d}{d\lambda}\operatorname{Tr}\ln(1-\lambda\chi_0K)$. The $\lambda$ integral is then immediate:
\begin{equation}
E_c=\frac1{2\pi}\int_0^\infty d\omega\,\operatorname{Tr}\left[\ln(1-\chi_0K)+\chi_0K\right].
\label{log}
\end{equation}
For the logarithm, write
\begin{equation}
1-\chi_0K=(\Delta^2+\omega^2)^{-1}(\Delta^2+\omega^2+2\Delta K).
\end{equation}
The last factor becomes $M+\omega^2$ under the similarity transformation $\Delta^{-1/2}(\cdots)\Delta^{1/2}$, which leaves its determinant unchanged. Hence
\begin{equation}
\operatorname{Tr}\ln(1-\chi_0K)=\sum_n\ln\frac{\Omega_n^2+\omega^2}{\Delta_n^2+\omega^2}.
\end{equation}
The integral of each term over $\omega$ vanishes at $\Omega_n=\Delta_n$ and has derivative $\int_0^\infty2\Omega_n/(\Omega_n^2+\omega^2)\,d\omega=\pi$ with respect to $\Omega_n$. It therefore equals $\pi(\Omega_n-\Delta_n)$. The other term of (\ref{log}) integrates to $-\pi\operatorname{Tr}K$. Together,
\begin{equation}
E_c=\tfrac12\sum_n(\Omega_n-\Delta_n)-\tfrac12\operatorname{Tr}K=E_0 .
\end{equation}
The term $\chi_0K$, which subtracts the uncorrelated response, plays the part of normal ordering in the boson picture.

\section{Second order and exchange}

To leading order in $K$, (\ref{ric}) gives $T_{\mu\nu}=-K_{\mu\nu}/(\Delta_\mu+\Delta_\nu)$ and
\begin{equation}
E_0^{(2)}=-\tfrac12\sum_{\mu\nu}\frac{K_{\mu\nu}^2}{\Delta_\mu+\Delta_\nu},
\label{second}
\end{equation}
the direct part of second-order M\o ller--Plesset theory (MP2). The complete MP2 energy sums each double excitation once, $i<j$ and $a<b$; over unrestricted indices this is
\begin{equation}
E_{\mathrm{MP2}}=-\tfrac14\sum_{ijab}\frac{[(ia|jb)-(ib|ja)]^2}{\Delta_{ia}+\Delta_{jb}} .
\end{equation}
With exchange the spin-flip pairs are no longer free: $(ib|ja)$ couples them to one another, though not to the spin-conserving pairs, and they must be restored. If exchange is inserted into $B$ over all pairs while (\ref{plasmon}) is kept, the prefactor is $\frac12$ and the second-order energy is twice MP2. The reason is that, for $i\ne j$ and $a\ne b$, the boson states $b_{ia}^\dagger b_{jb}^\dagger|0)$ and $b_{ib}^\dagger b_{ja}^\dagger|0)$ are distinct, while the corresponding determinants differ by a sign at most. Formula (\ref{plasmon}) must therefore not be applied unchanged to matrices with exchange.

Dropping exchange has its own cost. For $i=j$ the antisymmetrized integral vanishes, as the exclusion principle demands, but $K_{\mu\nu}$ does not. Applied to a single electron, (\ref{plasmon}) gives a negative energy whenever $K\neq0$: by (\ref{ey}), $E_0=0$ would require $Y=0$, and (\ref{rpa}) would then give $KX=0$, hence $K=0$. The true correlation energy is zero. This is the self-correlation error of direct RPA.

\section{Implementation for closed shells}

With equal spatial orbitals for both spins, form the sum and difference of the spin-up and spin-down pairs, each divided by $\sqrt2$. The sum (singlet) feels $2(ia|jb)$, now with spatial orbitals. The difference (triplet) feels no coupling, keeps $\Omega=\Delta$ and contributes nothing. Half the dimension suffices:
\begin{enumerate}
\item Build $\Delta_{ia}$ and $K^S_{ia,jb}=2(ia|jb)$.
\item Diagonalize $M^S=\Delta^{1/2}(\Delta+2K^S)\Delta^{1/2}$ and take square roots of the eigenvalues.
\item Evaluate $E_c=\frac12\sum_n\Omega_n^S-\frac12\sum_{ia}(\Delta_{ia}+K^S_{ia,ia})$.
\end{enumerate}

The water example has O--H distances of $0.96$ \AA, an angle of $104.5^\circ$, and all electrons correlated. Five occupied and eight empty spatial orbitals give $40$ singlet pairs, or $80$ spin-orbital pairs. The smallest gap, $0.7044$ hartree, lies below the smallest singlet energy, $0.7272$ hartree, as the ordering requires. With the sums taken over all $80$ spin-orbital pairs (the triplets add the same amount to the first two terms), the energy is
\begin{equation}
E_c=231.978596-230.474681-1.642513=-0.1386\ \text{hartree}=-3.771\ \text{eV}.
\end{equation}
Direct quadrature of (\ref{ac}) over $\lambda$ and $\omega$, with the response built in a different basis, agrees within the tested tolerance of $10^{-6}$ hartree. The basis is small, so the number illustrates the identity and is not a converged correlation energy: it moves to $-0.2314$ hartree in cc-pVDZ and $-0.3280$ hartree in cc-pVTZ, where the smallest gap and singlet energy are $0.678$ and $0.697$, and $0.646$ and $0.660$ hartree.

The result is about $0.06\%$ of the sums being subtracted, so roughly three significant digits are lost; in cc-pVTZ the ratio is $0.014\%$ and nearly four are lost. Excitation energies must be accurate accordingly. Forms (\ref{ey}) and (\ref{ric}) give the same energy without this final subtraction and serve as checks on $X$ and $Y$.

The mean boson number in the new vacuum, $\sum_{\mu n}Y_{\mu n}^2$, is $0.059$, and the largest singular value of $T$ is $0.194$. Direct MP2 gives $-0.1977$ hartree, so the terms beyond second order reduce the magnitude by $0.0591$ hartree, or $30\%$ of the direct MP2 value. Full MP2 gives $-0.1291$ hartree. Its proximity to direct RPA is no measure of accuracy, since one contains second-order exchange and the other contains higher-order direct terms. These numbers depend on the basis: in cc-pVDZ and cc-pVTZ the boson number is $0.084$ and $0.102$, the reduction relative to direct MP2 is $24\%$ and $21\%$, and full MP2 gives $-0.2042$ and $-0.2753$ hartree, further from direct RPA than in 6-31G. With exchange placed in $B$ and the spin-flip pairs included, the second-order part of the boson formula is $-0.2581$ hartree, twice full MP2. An implementation without exchange can be checked by replacing $K$ with $sK$ and comparing $E_0/s^2$ at small $s$ with (\ref{second}). For this molecule $s=10^{-3}$ gives $-0.1976$ hartree, close to the direct MP2 value. The factor must not be too small, because $E_0$ is a difference of large sums: in double precision rounding errors in (\ref{plasmon}) become visible near $s=10^{-5}$ and dominate from about $s=10^{-6}$, whereas form (\ref{ey}) still gives $-0.1977$ hartree at $s=10^{-7}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Two boson modes, energies in model units
gaps: 1.0, 1.6
K11, K12, K22: 0.3, 0.2, 0.5
Omega_1, Omega_2: 1.226225, 2.063098
T11, T12, T22: -0.110721, -0.047616, -0.116829
vacuum shift, plasmon formula: -0.05533862
vacuum shift, Fock-space diagonalization: -0.05533862
mean boson number in new vacuum: 0.031160 (dimensionless)
Two-level fermion model, energies in model units
gap, coupling: 1.0, 0.5
boson limit: Omega 1.414214, shift -0.042893
N=10: shift -0.040770, excitation 1.386733, commutator 0.993991
N=100: shift -0.042687, excitation 1.411496, commutator 0.999394
N=1000: shift -0.042873, excitation 1.413942, commutator 0.999939
Water, RHF/6-31G, all electrons correlated
O-H distance: 0.96 angstrom; angle: 104.5 degrees
occupied, virtual spatial orbitals: 5, 8
spin-conserving spin-orbital pairs: 80
RHF total energy: -75.983940 hartree
smallest gap: 0.704364 hartree
smallest singlet Omega: 0.727227 hartree
largest gap: 22.256986 hartree
largest singlet Omega: 22.352950 hartree
half sum of Omega: 231.978596 hartree
half sum of gaps: 230.474681 hartree
half trace of K: 1.642513 hartree
exchange energy: -8.949945 hartree
subtracted self-term: 10.592459 hartree
plasmon formula: -0.13859881 hartree
plasmon formula: -3.7715 eV
minus sum Omega Y^2: -0.13859881 hartree
half trace of B T: -0.13859881 hartree
adiabatic connection: -0.13859881 hartree
largest singular value of T: 0.194376 (dimensionless)
mean boson number, sum Y^2: 0.058920 (dimensionless)
direct MP2: -0.197707 hartree
second order of plasmon formula: -0.197715 hartree
full MP2: -0.129053 hartree
second order with exchange in B: -0.258107 hartree
\end{verbatim}
